\section*{Plane-Wave Coefficients of PAW Projectors, part 1}

(Sections cited here and not found follow in the second part.)

\section{From an s projector to any angular momentum}

\subsection{A projection that comes out wrong}

Take a state made of two plane waves in a cubic cell and ask how much of a localized s-type function it contains. Direct integration in real space gives an overlap of modulus 0.103. A sum over the two plane-wave coefficients, with one complex conjugation left out, gives 0.125, which is 22\% too large. For a $p_z$ function the same slip gives 0.106 instead of 0.142, which is 26\% too small. Each plane wave taken alone would have given the right modulus, so a test of the modulus on one plane wave does not reveal the fault.

In the projector augmented-wave (PAW) method these overlaps carry much of the calculation. The smooth wave function $\tilde\psi$ is stored as plane-wave coefficients, and the all-electron wave function is rebuilt from it by
\begin{equation}
|\psi\rangle=|\tilde\psi\rangle+\sum_i\bigl(|\phi_i\rangle-|\tilde\phi_i\rangle\bigr)\langle p_i|\tilde\psi\rangle .
\end{equation}
Here $\phi_i$ and $\tilde\phi_i$ are the true and the smooth partial waves of an atom, and $p_i$ is the projector that belongs to them. A wrong value of $\langle p_i|\tilde\psi\rangle$ puts the wrong amount of each partial wave into the atom. What is needed is the overlap of a projector with one plane wave, with every sign, phase and factor fixed.

\subsection{Conventions}

The algebra is in Hartree atomic units, so a plane wave of wave vector $\mathbf q$ has kinetic energy $q^2/2$. Numbers are given in eV and \AA. The unit cell has volume $\Omega$, and
\begin{equation}
\langle\mathbf r|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G ,
\label{pw}
\end{equation}
where $\mathbf k$ is the Bloch vector and $\mathbf G$ a reciprocal lattice vector. This plane wave has unit norm over one cell.

The projector sits on an atom at $\mathbf R$ and is a radial function times a spherical harmonic:
\begin{equation}
p_L(\mathbf r)=p_l(s)\,Y_L(\hat{\mathbf s}),\qquad \mathbf s=\mathbf r-\mathbf R,\quad L=(l,m).
\label{proj}
\end{equation}
The radial function $p_l$ is real and bounded, and it vanishes for $s>r_c$. The harmonics are normalized on the unit sphere and may be real or complex. The overlap
\begin{equation}
\langle\mathbf q|p_L\rangle=\Omega^{-1/2}\int e^{-i\mathbf q\cdot\mathbf r}\,p_L(\mathbf r)\,d^3r
\label{def}
\end{equation}
is an integral over all space, which in practice means over the sphere of radius $r_c$ around $\mathbf R$. The minus sign in the exponent appears because the plane wave stands in the bra.

\subsection{The simplest case: an s projector at the origin}

Let $l=0$ and $\mathbf R=0$. The harmonic is the constant $Y_{00}=1/\sqrt{4\pi}$, and the only angular dependence is that of the plane wave. With the polar axis along $\mathbf q$ and $u=\cos\theta$,
\begin{equation}
\int e^{-i\mathbf q\cdot\mathbf s}\,d\hat{\mathbf s}
=2\pi\int_{-1}^{1}e^{-iqsu}\,du
=2\pi\,\frac{e^{-iqs}-e^{iqs}}{-iqs}
=4\pi\,\frac{\sin qs}{qs}.
\label{ang0}
\end{equation}
The symbol $d\hat{\mathbf s}$ is the element of solid angle. Writing $j_0(x)=\sin x/x$ and restoring the radial integral with its weight $s^2$,
\begin{equation}
\langle\mathbf q|p_{00}\rangle=\frac{4\pi}{\sqrt\Omega}\,Y_{00}\int_0^{r_c}s^2j_0(qs)\,p_0(s)\,ds .
\label{s0}
\end{equation}
A three-dimensional integral for each vector $\mathbf q$ has become a one-dimensional integral that depends on the length $q$ alone.

Limit $q\to0$: here $j_0\to1$, and the right side becomes $\Omega^{-1/2}$ times $4\pi Y_{00}\int s^2p_0\,ds$. That is the volume integral of the projector divided by $\sqrt\Omega$, as definition (\ref{def}) requires when the exponential is 1.

\subsection{Moving the atom}

Now put the atom at $\mathbf R$. In (\ref{def}) set $\mathbf r=\mathbf R+\mathbf s$. The volume element is unchanged, and the exponential splits:
\begin{equation}
\langle\mathbf q|p_L\rangle=\Omega^{-1/2}e^{-i\mathbf q\cdot\mathbf R}\int_0^{r_c}s^2p_l(s)\,A_L(s)\,ds,
\quad
A_L(s)=\int Y_L(\hat{\mathbf s})\,e^{-i\mathbf q\cdot\mathbf s}\,d\hat{\mathbf s}.
\label{shift}
\end{equation}
This step holds for any $l$. The position of the atom enters through a single phase, and its sign is that of the bra plane wave.

A limiting test is a move by a lattice vector $\mathbf T$. The overlap is multiplied by
\begin{equation}
e^{-i\mathbf q\cdot\mathbf T}=e^{-i\mathbf k\cdot\mathbf T}e^{-i\mathbf G\cdot\mathbf T}=e^{-i\mathbf k\cdot\mathbf T},
\label{trans}
\end{equation}
since $\mathbf G\cdot\mathbf T$ is a multiple of $2\pi$. The factor is the same for all $\mathbf G$. Equivalent atoms therefore see the same Bloch state up to one common phase, as Bloch's theorem demands.

\subsection{A p projector, by differentiation}

For $l=1$ take $Y_{p_z}=\sqrt{3/4\pi}\;\hat s_z$. The angular integral follows from (\ref{ang0}) without new work, because a derivative with respect to $q_z$ brings down the factor that is wanted:
\begin{equation}
\frac{\partial}{\partial q_z}e^{-i\mathbf q\cdot\mathbf s}=-i\,s\,\hat s_z\,e^{-i\mathbf q\cdot\mathbf s}.
\end{equation}
Dividing by $-is$ is the same as multiplying by $i/s$. With $\partial q/\partial q_z=q_z/q=\hat q_z$,
\begin{align}
\int\hat s_z\,e^{-i\mathbf q\cdot\mathbf s}\,d\hat{\mathbf s}
&=\frac{i}{s}\,\frac{\partial}{\partial q_z}\,4\pi j_0(qs)
=\frac{i}{s}\,4\pi\,s\,j_0'(qs)\,\hat q_z\nonumber\\
&=-4\pi i\,j_1(qs)\,\hat q_z,
\label{ang1}
\end{align}
where
\begin{equation}
j_1(x)=-j_0'(x)=\frac{\sin x}{x^2}-\frac{\cos x}{x}.
\label{j1}
\end{equation}
Multiplication by $\sqrt{3/4\pi}$ turns $\hat q_z$ into $Y_{p_z}(\hat{\mathbf q})$, so that $A_{p_z}(s)=4\pi(-i)\,j_1(qs)\,Y_{p_z}(\hat{\mathbf q})$.

Two features are new. The harmonic in the direction of $\mathbf s$ has turned into the same harmonic in the direction of $\mathbf q$. A factor $-i$ has also appeared: a p function is odd under inversion, so it picks out the odd part of the exponential, which is $-i\sin(\mathbf q\cdot\mathbf s)$.

Limit $q\to0$: expanding (\ref{j1}) gives $(1/x-x/6)-(1/x-x/2)=x/3$ to first order. The overlap vanishes linearly, since a constant function has no p component.

\subsection{Any angular momentum: the angular integral}

The pattern suggests $A_L\propto(-i)^lj_l(qs)Y_L(\hat{\mathbf q})$. To prove it, replace the exponential by any continuous function $g$ of $\hat{\mathbf q}\cdot\hat{\mathbf s}$. The claim is
\begin{equation}
\int Y_L(\hat{\mathbf s})\,g(\hat{\mathbf q}\cdot\hat{\mathbf s})\,d\hat{\mathbf s}
=2\pi\,Y_L(\hat{\mathbf q})\int_{-1}^1g(u)\,P_l(u)\,du ,
\label{funk}
\end{equation}
with $P_l$ the Legendre polynomial.

Let $O$ be a rotation that carries the $z$ axis to $\hat{\mathbf q}$, so that $O\hat{\mathbf z}=\hat{\mathbf q}$, and substitute $\hat{\mathbf s}=O\hat{\mathbf t}$. Solid angles are unchanged, and a rotation preserves scalar products, so $\hat{\mathbf q}\cdot\hat{\mathbf s}=\hat{\mathbf z}\cdot\hat{\mathbf t}=u$. The left side becomes
\begin{equation}
\int_{-1}^1du\,g(u)\int_0^{2\pi}d\varphi\;F(\hat{\mathbf t}),\qquad F(\hat{\mathbf t})=Y_L(O\hat{\mathbf t}).
\end{equation}

The function $r^lY_L(\hat{\mathbf r})$ is a homogeneous polynomial of degree $l$ that solves Laplace's equation. A rotation changes neither the degree nor the Laplacian. Hence $F$ is again a combination of harmonics with the same $l$:
\begin{equation}
F(\hat{\mathbf t})=\sum_{m'=-l}^{l}a_{m'}Y_{lm'}(\hat{\mathbf t}).
\end{equation}
In the complex basis $Y_{lm'}$ contains $e^{im'\varphi}$, so the integral over $\varphi$ removes every term except $m'=0$. The remaining $Y_{l0}$ is proportional to $P_l(u)$, and therefore
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}F\,d\varphi=A\,P_l(u).
\end{equation}
The constant $A$ follows at the pole $u=1$. There all values of $\varphi$ describe the same point $\hat{\mathbf t}=\hat{\mathbf z}$, so the average is $F(\hat{\mathbf z})=Y_L(O\hat{\mathbf z})=Y_L(\hat{\mathbf q})$. Since $P_l(1)=1$, it follows that $A=Y_L(\hat{\mathbf q})$, which proves (\ref{funk}). Nothing in the argument requires $Y_L$ to be real, and a complex harmonic appears on the right without conjugation.

Test on $l=0$: both sides equal $2\pi Y_{00}\int g\,du$, which is the step used in (\ref{ang0}).

\subsection{The Bessel function}

With $g(u)=e^{-ixu}$ and $x=qs$, the remaining integral is evaluated with Rodrigues' formula,
\begin{equation}
P_l(u)=\frac1{2^ll!}\,\frac{d^l}{du^l}(u^2-1)^l .
\end{equation}
Integrate by parts $l$ times. The boundary terms vanish, because each contains a derivative of $(u^2-1)^l$ of order at most $l-1$, which still has a zero at $u=\pm1$. Every integration gives a factor $-1$ and moves one derivative to the exponential, where it yields $-ix$:
\begin{align}
\int_{-1}^1P_l(u)e^{-ixu}du
&=\frac{(-1)^l(-ix)^l}{2^ll!}\int_{-1}^1(u^2-1)^le^{-ixu}du\nonumber\\
&=\frac{(-ix)^l}{2^ll!}\int_{-1}^1(1-u^2)^l\cos(xu)\,du .
\label{rod}
\end{align}
In the second line $(u^2-1)^l=(-1)^l(1-u^2)^l$ cancels the sign $(-1)^l$, and the sine part of the exponential drops out because it is odd in $u$. The spherical Bessel function is
\begin{equation}
j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-u^2)^l\cos(xu)\,du ,
\label{poisson}
\end{equation}
so that
\begin{equation}
\int_{-1}^1P_l(u)\,e^{-ixu}\,du=2(-i)^lj_l(x).
\label{leg}
\end{equation}

For $l=0$, (\ref{poisson}) gives $\tfrac12\cdot2\sin x/x=j_0(x)$. For $l=1$, two integrations by parts give
\begin{equation}
\int_{-1}^1(1-u^2)\cos(xu)\,du=\frac2x\int_{-1}^1u\sin(xu)\,du=4\left(\frac{\sin x}{x^3}-\frac{\cos x}{x^2}\right),
\end{equation}
and multiplication by $x/4$ reproduces (\ref{j1}).

\subsection{The plane-wave projector}

Equations (\ref{funk}) and (\ref{leg}) give $A_L(s)=2\pi Y_L(\hat{\mathbf q})\cdot2(-i)^lj_l(qs)$. Inserted in (\ref{shift}), this yields
\begin{equation}
\boxed{\;\langle\mathbf q|p_L\rangle=\frac{4\pi}{\sqrt\Omega}\,(-i)^l f_l(q)\,Y_L(\hat{\mathbf q})\,e^{-i\mathbf q\cdot\mathbf R}\;}
\label{main}
\end{equation}
with the Fourier--Bessel transform
\begin{equation}
f_l(q)=\int_0^{r_c}r^2j_l(qr)\,p_l(r)\,dr .
\label{fl}
\end{equation}

The factors separate the information. The shape of the projector is in $f_l$, its orientation in $Y_L$, its parity in $(-i)^l$ and its place in the phase.

One more test checks how the parity factor, the harmonic and the phase fit together. It does not fix the size or sign of the real prefactor, the sign of $i$ in $(-i)^l$ or the sign of the phase: changing any one of these leaves the test satisfied. For a real harmonic $p_L(\mathbf r)$ is a real function, so (\ref{def}) requires $\langle-\mathbf q|p_L\rangle=\langle\mathbf q|p_L\rangle^*$. In (\ref{main}), reversing $\mathbf q$ changes the phase to $e^{i\mathbf q\cdot\mathbf R}$ and gives $Y_L(-\hat{\mathbf q})=(-1)^lY_L(\hat{\mathbf q})$. Since $(-1)^l(-i)^l=i^l$, which is the conjugate of $(-i)^l$, the requirement is met. Without the factor $(-i)^l$ it would fail for every odd $l$.

\section{From one projector to a crystal calculation}

\subsection{What is carried over}

A projector on an atom at $\mathbf R$ is $p_L(\mathbf r)=p_l(s)Y_L(\hat{\mathbf s})$ with $\mathbf s=\mathbf r-\mathbf R$. It is zero beyond $r_c$, and $p_l$ is real. Plane waves are $\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\mathbf k+\mathbf G$ and cell volume $\Omega$. The first half gave
\begin{equation}
\beta_L(\mathbf q)\equiv\langle\mathbf q|p_L\rangle=\frac{4\pi}{\sqrt\Omega}(-i)^lf_l(q)\,Y_L(\hat{\mathbf q})\,e^{-i\mathbf q\cdot\mathbf R},
\label{beta}
\end{equation}
where $f_l(q)=\int_0^{r_c}r^2j_l(qr)p_l(r)\,dr$. The spherical Bessel function is $j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-u^2)^l\cos(xu)\,du$.

\subsection{Small wave vectors}

At $\mathbf q=0$ the direction $\hat{\mathbf q}$ is undefined, and (\ref{beta}) needs a limit. A power series for $j_l$ supplies it. Define
\begin{equation}
I_{l,n}=\int_{-1}^1(1-u^2)^lu^{2n}\,du .
\end{equation}
For $l\ge1$, integrate $u^{2n}$ and differentiate the other factor. The boundary term vanishes, and
\begin{equation}
I_{l,n}=\frac{2l}{2n+1}\,I_{l-1,n+1}.
\label{rec}
\end{equation}
After $l$ steps the integral $I_{0,n+l}=2/(2n+2l+1)$ is reached, so
\begin{equation}
I_{l,n}=\frac{2^{l+1}\,l!\,(2n-1)!!}{(2n+2l+1)!!},
\label{I}
\end{equation}
where a double factorial is a product of odd numbers and $(-1)!!=1$. Expand the cosine and use $(2n)!=2^nn!\,(2n-1)!!$:
\begin{equation}
j_l(x)=\sum_{n=0}^\infty\frac{(-1)^n\,x^{l+2n}}{2^nn!\,(2l+2n+1)!!}.
\label{series}
\end{equation}
The first term gives, for small $q$,
\begin{equation}
f_l(q)\to\frac{q^l}{(2l+1)!!}\int_0^{r_c}r^{l+2}p_l(r)\,dr .
\end{equation}
For $l>0$ the overlap goes to zero from every direction. Its value at $\mathbf q=0$ is therefore zero, in agreement with $\int Y_L\,d\hat{\mathbf s}=0$. For $l=0$ the harmonic is constant and no direction is needed. A program must treat this point separately, because it occurs at $\mathbf k=0$, $\mathbf G=0$.

The overlap of one plane wave with a projector of any angular momentum is now fixed by (\ref{beta}), including its value at $\mathbf q=0$. It remains to carry the result over to a periodic crystal, to project a wave function with the correct conjugation, and to find in numbers how many plane waves a projector needs.
